Gauss–Chebyshev Quadrature for Deflection Angles in Screened Ion–Atom Collisions

**What dimensions and symmetry fix**

An ion passes a target atom that is initially at rest. The two interact through a repulsive central potential V(r), which falls monotonically to zero with distance r. The motion is classical and elastic. Let E be the centre-of-mass energy and b > 0 the impact parameter, the distance by which the ion would miss the atom if it flew straight. We want the deflection angle θ of the relative velocity.

Take first V = C/r². The available quantities are C, E, b and the reduced mass μ. An angle has no dimension. Cancelling the mass in μ against that in E or C would leave a time, which nothing else in the list can cancel, so μ drops out. The ratio C/E is a length squared, and therefore θ can depend only on C/(E b²). For a screened Coulomb potential,

V(r) = (K/r) φ(r/a), φ(0) = 1,

there is a second length a, and θ depends on two ratios, b/a and Ea/K.

Symmetry supplies the rest of the form. Motion in a static potential can be reversed in time, so the orbit is its own mirror image about the line from the force centre to the point of closest approach, r = r0. If the radius vector turns through an angle Φ on the way out from r0 to infinity, it turns through 2Φ in all. An undeflected path has 2Φ = π. Hence

θ = π − 2Φ.

**The half-angle as an integral**

Let v be the initial relative speed, so that E = μv²/2. The angular momentum is L = μvb, and its centrifugal energy is

L²/(2μr²) = μv²b²/(2r²) = E b²/r².

Energy conservation then reads

(μ/2)(dr/dt)² + E b²/r² + V(r) = E.

Dividing by E = μv²/2 gives, on the outgoing branch,

dr/dt = v √F, F = 1 − V(r)/E − b²/r².

The polar angle χ obeys dχ/dt = L/(μr²) = vb/r². Dividing the two rates removes the time and the speed:

dχ/dr = b/(r² √F).

Both V and b²/r² decrease with r, so F rises steadily to 1 and has one zero, r0. Therefore

θ = π − 2b ∫ from r0 to ∞ of dr/(r² √F).

Now use the ratio u = r0/r. Since dr = −r0 du/u² and r² = r0²/u², we have dr/r² = −du/r0. Reversing the limits absorbs the minus sign:

θ = π − (2b/r0) ∫₀¹ du/√F(u),

F(u) = 1 − V(r0/u)/E − (bu/r0)².

The infinite range has become finite, but F(1) = 0 by definition of r0, so the integrand is infinite at u = 1.

**A case that can be done by hand**

For V = C/r² the potential term is Cu²/(E r0²), and

F(u) = 1 − u² (b² + C/E)/r0².

The condition F(1) = 0 gives r0² = b² + C/E, so F = 1 − u². The integral is ∫₀¹ du/√(1−u²) = π/2, and

θ = π(1 − b/r0) = π[1 − 1/√(1 + C/(E b²))].

This depends on the single ratio that dimensions allowed.

Put in C = 0.4 eV nm², b = 0.05 nm and E = 130.645 eV. Then C/E = 0.0030617 nm², r0² = 0.0055617 nm², r0 = 0.07458 nm and b/r0 = 0.67045. The angle is 180° × (1 − 0.67045) = 59.32°.

The whole singularity sat in the factor 1/√(1−u²). For another potential we divide that factor out and see what remains.

**The remaining factor is finite**

Define

H(u) = √[(1−u²)/F(u)], so that 1/√F = H/√(1−u²).

To find H at the turning point, differentiate F. The chain rule gives dV(r0/u)/du = −(r0/u²)V′(r0/u), so

dF/du = r0 V′(r0/u)/(E u²) − 2b²u/r0².

At u = 1 this equals −s, with

s = 2b²/r0² − r0 V′(r0)/E > 0,

because V′ < 0. Close to u = 1, F ≈ s(1−u) and 1−u² ≈ 2(1−u). Hence

H(1) = √(2/s).

The weight 1/√(1−u²) has taken up the singularity. This needs s > 0. If the potential has an attractive well, F can acquire a double zero, where s = 0. The integrand then behaves as 1/(1−u), and its integral diverges logarithmically: the particles orbit. The method fails there, and near such a condition H varies sharply.

**The quadrature rule**

Set u = cos x. Then du/√(1−u²) = −dx, and

I = ∫₀¹ H(u) du/√(1−u²) = ∫₀^(π/2) H(cos x) dx.

Divide the interval into n cells of width π/(2n) and evaluate H at their midpoints:

x_j = (2j−1)π/(4n), u_j = cos x_j, j = 1, …, n,

I_n = (π/2n) Σ_j H(u_j).

Inserting I_n into θ = π − (2b/r0)I gives

θ_n = π [1 − (b/(n r0)) Σ_j H(u_j)].

This is Gauss–Chebyshev quadrature with 2n nodes on −1 < u < 1, applied to the even continuation H(|u|). Nodes come in pairs ±u_j with equal values, so n evaluations suffice. For the inverse-square potential H = 1, and one node is exact.

To use the rule:

1. Find r0 from 1 − V(r0)/E − b²/r0² = 0. For repulsive V the root lies above b.
2. Compute u_j, F(u_j) and H(u_j).
3. Form θ_n, and double n until two successive changes are both small compared with the accuracy wanted. A single small change can be accidental, because the error does not fall evenly with n.

**Chlorine on aluminium, with one node by hand**

Take a chlorine ion of 300 eV striking an aluminium atom at b = 0.05 nm. The masses are M1 = 35 u and M2 = 27 u, so

E = 300 eV × 27/62 = 130.645 eV.

For V we use the Ziegler–Biersack–Littmark (ZBL) universal potential, whose screening function is

φ(x) = 0.18175 e^(−3.19980x) + 0.50986 e^(−0.94229x) + 0.28022 e^(−0.40290x) + 0.02817 e^(−0.20162x).

Its screening length is a = 0.88534 a_B/(Z1^0.23 + Z2^0.23), with a_B the Bohr radius, Z1 = 17 and Z2 = 13. This gives a = 0.012585 nm. The strength is K = Z1Z2e²/(4πε₀) = 318.232 eV nm. The root is r0 = 0.087893 nm, or 6.984a. As a check, V(r0)/E = 88.366/130.645 = 0.6764 and (b/r0)² = 0.3236, which add to 1.

For n = 1 the node is u = cos 45° = 0.70711. It corresponds to r = r0/u = 0.12430 nm, or r/a = 9.877. The last two exponentials supply nearly all of φ:

φ ≈ 0.000046 + 0.005239 + 0.003845 = 0.00913.

Thus V = (318.232/0.12430) × 0.00913 ≈ 23.4 eV and V/E ≈ 0.179. The centrifugal term is 0.3236 × 0.5 = 0.162. So

F ≈ 1 − 0.179 − 0.162 = 0.659,

H ≈ √(0.5/0.659) = 0.871,

θ₁ ≈ 180° × (1 − 0.5689 × 0.871) = 90.8°.

High-precision integration over r gives 89.0194°. One evaluation of the potential beyond the root search thus gives an angle about 1.8° too large. The errors θ_n − θ are:

n = 1: 3.15 × 10⁻² rad
n = 2: 5.44 × 10⁻⁵ rad
n = 4: −4.41 × 10⁻⁵ rad
n = 8: 4.49 × 10⁻⁷ rad
n = 16: −1.72 × 10⁻⁸ rad

The improvement is fast but uneven: going from two nodes to four gains little. As an independent test of the integral itself, Newton's equations were solved for both atoms in the laboratory frame. The resulting θ agrees with the integral to better than 10⁻¹² rad.

Without absorption of the turning point the picture is different. Gauss–Legendre nodes in u have a spacing of order 1/n² near u = 1. The part of ∫dt/√t, with t = 1−u, that such a rule cannot resolve is of order √(1/n²) = 1/n. For the same collision its error is 6.7 × 10⁻² rad at n = 8 and still 4.4 × 10⁻³ rad at n = 128. The measured order of convergence is 0.992.

**Why the far end decides the final convergence**

Removing the singularity at u = 1 is not sufficient for rapid convergence. To see what else matters, expand the continued function in cosines:

H(|cos x|) = A₀ + Σ_{k≥1} A_k cos 2kx.

The exact integral is I = πA₀/2. For the rule we need

Σ_j cos[(2j−1)β] = sin(2nβ)/(2 sin β), β = kπ/(2n).

The numerator is sin kπ = 0, so the sum vanishes unless sin β = 0 as well. That happens for k = 2np with integer p, where each cosine equals (−1)^p. Hence

I_n − I = (π/2) Σ_{p≥1} (−1)^p A_{2np}.

With A_k = (4/π)∫₀^(π/2) H(cos x) cos 2kx dx this becomes

I_n − I = 2 Σ_{p≥1} (−1)^p ∫₀^(π/2) H(cos x) cos(4npx) dx.

The error is therefore a high-frequency Fourier coefficient, which measures how smooth the continued H is. Near u = 1, H is a smooth function of cos x, hence even and smooth in x, and nothing special happens. At u = 0, where the particles are infinitely far apart, the continuation uses |u|.

Write the screening function as Σ_i C_i exp(−q_i r), with Σ_i C_i = 1, and define α_i = q_i r0 and κ = K/(E r0). Then

w(u) = V(r0/u)/E = κ u Σ_i C_i exp(−α_i/u).

For small u, expanding the square root in w gives

H ≈ (a smooth even function of u) + w(u)/2.

If all α_i > 0, every derivative of w vanishes as u → 0, because exp(−α/u) beats any power of 1/u. The continuation is infinitely smooth. It is not analytic, since its Taylor series about zero would be zero while w is not. If all α_i = 0, w = κ|u| has a kink.

**The error law**

Let y = π/2 − x, so u = sin y ≈ y near the far end, and cos(4npx) = cos(4npy). Write m = 4np and γ = −im. At large n the leading contribution of w/2 is

I_n − I ≈ κ Σ_p (−1)^p Σ_i C_i Re J_i(m),

J_i(m) = ∫₀^∞ y exp(−α_i/y − γy) dy.

The factor 2 before the Fourier integral has cancelled the 1/2 of w/2. The upper limit may be taken as infinity with the path turned into the upper half-plane of y, because we are isolating the contribution of the point y = 0. Higher powers of w and corrections to sin y ≈ y are dropped. They are of higher order than the term with the smallest α, but not necessarily than the others: w² contains exp(−2α/u) for the smallest α, which for the ZBL exponents nearly coincides with the next term of the sum. Only the smallest-α term is therefore controlled at large n.

Substitute y = √(α/γ) t. Both terms of the exponent acquire the factor √(αγ):

J = (α/γ) ∫₀^∞ t exp[−√(αγ)(t + 1/t)] dt = 2(α/γ) K₂(2√(αγ)).

Here K₂ is the modified Bessel function, K₂(z) = ½∫₀^∞ t exp[−(z/2)(t+1/t)]dt, not the strength K. Since θ_n − θ = −(2b/r0)(I_n − I),

θ_n − θ ≈ −(2bκ/r0) Σ_p (−1)^p Σ_i C_i Re J_i(4np).

Two limits show its content.

Strong screening on the scale of the nodes, αn ≫ 1: for large argument K₂(z) ≈ √(π/2z) e^(−z). Since √(−i) = e^(−iπ/4), the real part of z = 2√(αγ) is 2√(αm) cos 45° = √(2αm). For p = 1, m = 4n, and the envelope contains

exp[−√(8αn)],

where the smallest α wins in the end. This falls faster than any power of n, but more slowly than a geometric law e^(−cn). The imaginary part of z makes the error oscillate in sign.

Bare Coulomb tail, α → 0: now K₂(z) ≈ 2/z², so J → 2(α/γ) × 2/(4αγ) = 1/γ² = −1/m². Using Σ_p (−1)^p/p² = −π²/12,

I_n − I ≈ (κ/16n²)(π²/12) = π²κ/(192n²),

θ_n − θ ≈ −π²bκ/(96 r0 n²).

So the unscreened potential converges only as 1/n², although its turning point is absorbed just as well. For the same K and b at E = K/b = 6365 eV, comparison with the Rutherford angle θ = 2 arctan[K/(2Eb)] gives an error of −1.534 × 10⁻⁴ rad at n = 16 and −9.587 × 10⁻⁶ rad at n = 64. The law gives the same printed digits.

For chlorine on aluminium the smallest α is 1.408. The law predicts −1.78 × 10⁻⁸ rad at n = 16, against the actual −1.72 × 10⁻⁸. At n = 24 it predicts 4.89 × 10⁻¹⁰, against 4.74 × 10⁻¹⁰. The sign change is reproduced.

A faster, closer collision has a smaller r0/a and hence smaller α. At 100 keV and b = 0.002 nm, r0/a = 0.433 and the smallest α is 0.20162 × 0.433 = 0.087. The error at n = 16 is 6.11 × 10⁻⁶ rad, some 350 times that of the 300 eV example; both E and b differ between the two. At n = 32 it is −1.43 × 10⁻⁷ rad, against −1.44 × 10⁻⁷ from the law. More nodes are needed before the exponential takes hold, but 32 already serve well.

**How accurately r0 must be known**

The same formula hides a sensitivity. Suppose the root finder returns r0(1+ε). At fixed u, the distances r0/u are then stretched by 1+ε. Near the turning point F changes by

ΔF ≈ ε r dF/dr = sε,

because r dF/dr = −u dF/du = s there. From H ∝ F^(−1/2) we get ΔH = −H ΔF/(2F). Near u = 1, F ≈ s(1−u) ≈ sx²/2, so

ΔH(u_j) ≈ −H(1) ε/x_j².

The nodes nearest the turning point dominate the sum:

Σ_j 1/x_j² ≈ (16n²/π²) Σ_j 1/(2j−1)² ≈ (16n²/π²)(π²/8) = 2n².

Multiplying ΣΔH by −πb/(n r0) gives

Δθ ≈ 2πn (b/r0) H(1) ε,

valid for large n and |ε| ≪ x₁² = π²/(16n²). In the example H(1) = 0.8122. With ε = 10⁻⁹ and n = 200 the law gives 5.806 × 10⁻⁷ rad, and the actual shift is 5.805 × 10⁻⁷ rad. An inaccurate root is amplified by adding nodes. If ε is too negative, F at the first node becomes negative and the square root fails.

**From θ to the ion's path and the recoil**

The centre of mass moves at v_c = M1v/(M1+M2), and in its frame the ion has speed M2v/(M1+M2) before and after. Adding v_c to the component along the beam gives the ion's laboratory angle ψ:

tan ψ = sin θ/(cos θ + M1/M2).

The target has speed v_c in the centre-of-mass frame, initially backwards. Its velocity changes by a vector of length 2v_c sin(θ/2), which is its laboratory speed. With E_lab = M1v²/2, the recoil energy is

T = (M2/2) 4v_c² sin²(θ/2) = [4M1M2/(M1+M2)²] E_lab sin²(θ/2).

For θ = 89.02°, tan ψ = 0.99985/(0.0171 + 1.2963) = 0.761, so ψ = 37.3°. The mass factor is 3780/3844 = 0.983, and T = 0.983 × 300 eV × 0.4914 = 145 eV.

Because M1 > M2, the ion's possible final velocities lie on a circle that does not enclose the origin. The tangent to it gives sin ψ_max = M2/M1, or ψ_max = 50.5°. One elastic collision with a resting aluminium atom cannot send this ion back. Two such collisions can turn it by at most 101°, just enough for a backward component of velocity; an exact reversal needs at least four. At b = 0.01 nm the ion has θ = 160° but ψ = 43.5°, and it gives up 286 eV. At b = 0.14 nm it turns by 5.4° and gives up 3.5 eV. Over b = 0.001–0.143 nm, going from 8 to 64 nodes changes θ by at most 1.04 × 10⁻⁶ rad on the scanned grid.

**What limits the angle in an etching plasma**

An ion energy of 300 eV is a rough but reasonable value for directional plasma etching, and chlorine plasmas are used to etch aluminium. Of the neglected effects on a single collision estimated here, the thermal displacement of the target is the largest. At b = 0.05 nm the slope is dθ/db = −1535°/nm. A Debye estimate at 300 K, with a rough Debye temperature of 400 K, gives a thermal displacement of 0.0103 nm along one axis, hence a spread of about 16° in θ, or about 6° in the laboratory angle ψ, if that axis lies in the collision plane. An equal displacement perpendicular to the plane rotates it by about 0.0103/0.05 rad and turns the outgoing ion sideways by about 7°. These figures concern a collision aimed at a given lattice site. For a uniform beam on one isolated atom, a sideways shift of the target only relabels b and leaves the angular distribution unchanged.

The other estimates are smaller. Replacing ZBL by the Kr-C potential moves θ by 3.9° with Firsov's screening length and by 9.6° with Lindhard's; this compares two universal models and does not bound the error of either for this particular pair. A Hartree–Fock curve for neutral singlet AlCl lies above ZBL near the turning point: at 0.088 nm it gives 110 eV in an uncontracted double-zeta basis and 102 eV in an uncontracted triple-zeta basis, against 88 eV. The smaller-basis curve raises θ by about 6°. That figure is not converged in the basis and omits electron correlation, so it indicates a shift of several degrees and no more. Classical aim is itself limited: with reduced wavelength ƛ = 1.025 × 10⁻⁴ nm, a packet of width Δb has an angular spread of at least ƛ/(2Δb), and the width itself gives a spread |dθ/db|Δb. If position and direction within the packet are uncorrelated, the two add in quadrature, and their smallest total is √(ƛ|dθ/db|) = 3.0°. A packet in which they are suitably correlated can have a smaller spread. For a chemical attraction of depth W, the ratio W/E gives a rough angular scale; for roughly 5 eV it is 5/130.6 rad, or about 2°. The actual change depends on the position and shape of the well and can be several times smaller. The Lindhard–Scharff electronic loss over one neighbour distance is 5.1 eV in the laboratory frame. Only 27/62 of it lowers E, which changes θ by about 0.4°; taking all of it from E would give 1.0°. These are scales, not corrections to be added.

A neighbouring atom needs more care. Passed at 0.236 nm on a straight path, it would cause a centre-of-mass deflection of only 1.3°. But the first atom bends the path and takes about half the ion's energy. If the neighbour lies beside the target, on the side towards which the ion turns, Newton's equations for all three atoms bring the ion to about 0.17 nm from it and change ψ by about 5°. If the neighbour lies farther forward, a second hard collision can follow. With the neighbour at 45° from the beam direction, on the side towards which the ion turns, the ion passes within 0.10 nm of it and ψ changes by about +50°; at 60° the change is about −43°. In such geometries the neighbour outweighs every single-collision effect listed above. A chlorinated or disordered surface would also change the sequence of collisions, which a single-pair angle does not describe.

Against these figures the quadrature error at n = 8, 4.5 × 10⁻⁷ rad, is negligible. For this collision the sensible statement is θ ≈ 89° within the ZBL model; the further digits test the quadrature, not the physics. Further figures are in the numerical output.

Numbers as computed

```
Z1, Z2, M1, M2 (u): 17, 13, 35, 27
E_lab = 300 eV, E_cm = 130.645 eV, b = 0.050 nm
screening length a = 0.012585 nm, K = 318.232 eV nm
closest approach r0 = 0.087893 nm, r0/a = 6.984
smallest alpha = 1.4081, V(r0) = 88.366 eV
theta from radial integral = 1.5536824337 rad = 89.019446 deg
n= 1: theta_n = 90.822514 deg, error 3.15e-02 rad
n= 2: theta_n = 89.022566 deg, error 5.44e-05 rad
n= 4: theta_n = 89.016917 deg, error -4.41e-05 rad
n= 8: theta_n = 89.019472 deg, error 4.49e-07 rad
n=16: theta_n = 89.019445 deg, error -1.72e-08 rad
trajectory minus integral: -2.7e-14 rad
ion lab angle = 37.2808 deg, recoil energy = 144.9784 eV
V=C/r^2, C=0.4 eV nm^2: one-node theta = 59.319355 deg
Gauss-Legendre error: n=8 6.69e-02, n=128 4.43e-03 rad
Gauss-Legendre order of convergence = 0.992
Coulomb, E=6365 eV, n=16: error -1.534e-04, law -1.534e-04 rad
Coulomb, E=6365 eV, n=64: error -9.587e-06, law -9.587e-06 rad
fast case: E_lab = 100 keV, b = 0.002 nm, r0/a = 0.4332
fast case theta = 107.529962 deg
slow, n=16: error -1.718e-08, law -1.784e-08, envelope 1.9e-08 rad
slow, n=24: error 4.742e-10, law 4.890e-10, envelope 5.3e-10 rad
fast, n=16: error 6.108e-06, law 6.109e-06, envelope 1.2e-05 rad
fast, n=32: error -1.430e-07, law -1.441e-07, envelope 6.8e-07 rad
H(1) = 0.81216; r0 error 1e-09, n=200: shift 5.805e-07, law 5.806e-07 rad
b=0.01 nm: theta 160.325, psi 43.509 deg, T 286.394 eV
b=0.03 nm: theta 122.532, psi 48.022 deg, T 226.825 eV
b=0.05 nm: theta 89.019, psi 37.281 deg, T 144.978 eV
b=0.08 nm: theta 50.265, psi 21.669 deg, T 53.214 eV
b=0.11 nm: theta 25.816, psi 11.214 deg, T 14.721 eV
b=0.14 nm: theta 12.495, psi 5.438 deg, T 3.494 eV
largest shift n=8 to 64, b=0.001-0.143 nm: 1.04e-06 rad
largest ion lab angle: scan 50.482, limit 50.482 deg
rough inputs: lattice 0.405 nm, Debye 400 K, T 300 K, well 5 eV
dtheta/db = -1534.58 deg/nm
Kr-C instead of ZBL potential: 3.920 deg
thermal displacement 0.01029 nm (one axis): 15.797 deg
neighbour at 0.2864 nm, passed at 0.2364 nm: 1.281 deg
electronic loss 5.143 eV per neighbour distance: 0.955 deg
chemical attraction, scale well/E_cm: 2.193 deg
reduced wavelength 1.025e-04 nm, packet spread: 3.001 deg
largest neglected effect = 15.797 deg
```
